# Truncated Coulomb Exchange on k-Point Meshes: Kernel, Zero-Wavevector Limit and Convergence, part 1

(Sections cited here and not found follow in the second part.)

## First half: the cut-off interaction and its kernel

A hybrid functional replaces a fraction of the semilocal exchange energy by exact exchange. In a crystal, exact exchange is evaluated as a double sum over a finite mesh of k-points, and the long range of the Coulomb interaction makes the terms with two equal k-points infinite. This problem cures the difficulty by switching the interaction off beyond a radius \(R\), and then asks what the cure costs.

Hartree atomic units are used. The crystal has cell volume \(\Omega\) and one doubly occupied band with orbitals \(\psi_{\mathbf k}\), normalized to one in a cell. The mesh has \(N_k\) points, is uniform and contains \(\mathbf k=0\). It corresponds to a periodic supercell of volume \(V=N_k\Omega\). Fourier transforms of an interaction follow the convention

\[
v(\mathbf q)=\int d^3r\,e^{-i\mathbf q\cdot\mathbf r}\,v(\mathbf r).
\]

The cut-off interaction is \(v_R(r)=1/r\) for \(r<R\) and zero otherwise. It is used in the exchange energy alone. The Hartree and ionic energies keep the full \(1/r\), because they involve charge densities that extend through the whole crystal and cancel one another at long range.

### (a) Exchange as the energy of a localized distribution

**Question.** Write the exchange energy per cell of the infinite crystal as an integral over the separation \(\mathbf s\) of two points. Which function multiplies \(1/s\), and what is its integral?

**Solution.** For a closed shell, exchange acts between electrons of equal spin. With orbitals \(\phi_i\) normalized over the whole system, and \(i,j\) running over the occupied orbitals of one spin,

\[
E_x^{\rm tot}=-\frac12\times2\sum_{ij}\iint d^3r\,d^3r'\,
\frac{\phi_i^*(\mathbf r)\phi_j(\mathbf r)\,\phi_j^*(\mathbf r')\phi_i(\mathbf r')}{|\mathbf r-\mathbf r'|}.
\]

The factor 2 counts the two spins and cancels the \(\tfrac12\). Define the one-spin density matrix \(\gamma(\mathbf r,\mathbf r')=\sum_i\phi_i(\mathbf r)\phi_i^*(\mathbf r')\). The sum over \(j\) gives \(\gamma(\mathbf r,\mathbf r')\). The sum over \(i\) gives \(\gamma(\mathbf r',\mathbf r)=\gamma(\mathbf r,\mathbf r')^*\). The numerator is therefore \(|\gamma(\mathbf r,\mathbf r')|^2\).

This quantity is unchanged when both points move by the same lattice vector. The energy per cell follows by keeping \(\mathbf r\) in one cell and letting \(\mathbf r'=\mathbf r+\mathbf s\) range over all space:

\[
E_x=-\int d^3s\,\frac{P(\mathbf s)}{s},\qquad
P(\mathbf s)=\int_{\rm cell}d^3r\,|\gamma(\mathbf r,\mathbf r+\mathbf s)|^2 .
\]

The occupied orbitals are orthonormal, so \(\gamma\) is a projector: \(\int d^3r'\,\gamma(\mathbf r,\mathbf r')\gamma(\mathbf r',\mathbf r)=\gamma(\mathbf r,\mathbf r)\). Hence

\[
\int d^3s\,P(\mathbf s)=\int_{\rm cell}d^3r\,\gamma(\mathbf r,\mathbf r)=1,
\]

which is the number of electrons of one spin in a cell. Exchange is thus minus the Coulomb energy between a unit point charge and a unit charge distributed as \(P\). This distribution is the exchange hole \(|\gamma(\mathbf r,\mathbf r+\mathbf s)|^2/\gamma(\mathbf r,\mathbf r)\), averaged over the cell with the one-spin density \(\gamma(\mathbf r,\mathbf r)\) as weight. If it is compact, the interaction at large \(s\) hardly matters, and this is the physical reason why a cut-off can be harmless.

### (b) The same energy on a k-point mesh

**Question.** Replace \(\gamma\) by the density matrix built from the mesh. Show that the exchange energy becomes a sum over wavevectors, and identify the term that fails for the full Coulomb interaction.

**Solution.** The orbitals normalized over the supercell are \(\psi_{\mathbf k}/\sqrt{N_k}\), so the mesh density matrix is

\[
\gamma_N(\mathbf r,\mathbf r')=\frac1{N_k}\sum_{\mathbf k}\psi_{\mathbf k}(\mathbf r)\psi^*_{\mathbf k}(\mathbf r').
\]

Let \(P_N\) be the function of part (a) with \(\gamma_N\) in place of \(\gamma\). With the pair density \(\rho_{\mathbf k\mathbf k'}(\mathbf r)=\psi^*_{\mathbf k}(\mathbf r)\psi_{\mathbf k'}(\mathbf r)\), writing out the square gives

\[
P_N(\mathbf s)=\frac1{N_k^2}\sum_{\mathbf k\mathbf k'}\int_{\rm cell}d^3r\,
\rho^*_{\mathbf k\mathbf k'}(\mathbf r)\,\rho_{\mathbf k\mathbf k'}(\mathbf r+\mathbf s).
\]

By Bloch's theorem the pair density is \(e^{i(\mathbf k'-\mathbf k)\cdot\mathbf r}\) times a cell-periodic function. It can be expanded over the reciprocal lattice vectors \(\mathbf G\):

\[
\rho_{\mathbf k\mathbf k'}(\mathbf r)=\frac1\Omega\sum_{\mathbf G}M_{\mathbf k\mathbf k'}(\mathbf G)\,e^{i(\mathbf k'-\mathbf k+\mathbf G)\cdot\mathbf r},
\]

\[
M_{\mathbf k\mathbf k'}(\mathbf G)=\int_{\rm cell}d^3r\,e^{-i(\mathbf k'-\mathbf k+\mathbf G)\cdot\mathbf r}\,\psi^*_{\mathbf k}(\mathbf r)\psi_{\mathbf k'}(\mathbf r).
\]

Inserting the expansion twice produces the cell integral of \(e^{i(\mathbf G'-\mathbf G)\cdot\mathbf r}\), which is \(\Omega\) for \(\mathbf G'=\mathbf G\) and zero otherwise. One of the two factors \(1/\Omega\) survives:

\[
P_N(\mathbf s)=\frac1{N_k^2\,\Omega}\sum_{\mathbf k\mathbf k'\mathbf G}|M_{\mathbf k\mathbf k'}(\mathbf G)|^2e^{i(\mathbf k'-\mathbf k+\mathbf G)\cdot\mathbf s}.
\]

Now collect the terms with the same \(\mathbf Q=\mathbf k'-\mathbf k+\mathbf G\). These \(\mathbf Q\) are the reciprocal lattice vectors of the supercell. Since \(N_k\Omega=V\),

\[
P_N(\mathbf s)=\frac1V\sum_{\mathbf Q}S(\mathbf Q)e^{i\mathbf Q\cdot\mathbf s},\qquad
S(\mathbf Q)=\frac1{N_k}\sum_{\mathbf k}|M_{\mathbf k\mathbf k'}(\mathbf G)|^2 .
\]

For given \(\mathbf k\) and \(\mathbf Q\), one pair \((\mathbf k',\mathbf G)\) fits, so \(S\) is a mean over \(\mathbf k\). For a spherical interaction \(v\), multiplying by \(-v(s)\) and integrating over all \(\mathbf s\) gives

\[
E_N=-\frac1V\sum_{\mathbf Q}S(\mathbf Q)\,v(\mathbf Q).
\]

At \(\mathbf Q=0\) we have \(\mathbf k'=\mathbf k\) and \(\mathbf G=0\), so \(M\) is the norm of \(\psi_{\mathbf k}\) and \(S(0)=1\). With \(v(\mathbf Q)=4\pi/Q^2\), this term is infinite. In real space the reason is that \(P_N\) is periodic: the point charge interacts with a copy of the hole in every supercell, and the sum of these energies diverges.

The infinite crystal has no such divergence. There \(\frac1V\sum_{\mathbf Q}\) becomes \(\int d^3Q/(2\pi)^3\), and a small ball \(Q<\epsilon\), in which \(S\approx1\), contributes

\[
\frac1{(2\pi)^3}\int_0^\epsilon 4\pi Q^2\,\frac{4\pi}{Q^2}\,dQ=\frac{2\epsilon}{\pi}.
\]

This is finite. It is also not negligible on a mesh. One mesh point represents a volume \((2\pi)^3/V\), so \(\epsilon\propto V^{-1/3}\), and leaving the point out costs an energy that falls only as the inverse of the supercell edge.

### (c) The transform of the cut-off interaction

**Question.** Find \(v_R(\mathbf q)\) for \(q>0\).

**Solution.** Take the polar axis along \(\mathbf q\) and let \(\mu\) be the cosine of the polar angle. The azimuthal integral gives \(2\pi\):

\[
v_R(q)=2\pi\int_0^R dr\,r^2\,\frac1r\int_{-1}^{1}d\mu\,e^{-iqr\mu}.
\]

The integral over \(\mu\) is

\[
\int_{-1}^1d\mu\,e^{-iqr\mu}=\frac{e^{iqr}-e^{-iqr}}{iqr}=\frac{2\sin qr}{qr}.
\]

The factor \(r\) left from \(r^2/r\) cancels the \(r\) in the denominator, so

\[
v_R(q)=\frac{4\pi}{q}\int_0^R dr\,\sin qr
=\frac{4\pi}{q}\left[-\frac{\cos qr}{q}\right]_0^R .
\]

The lower limit contributes \(+1/q\), the upper limit \(-\cos(qR)/q\):

\[
\boxed{\,v_R(q)=\frac{4\pi\,(1-\cos qR)}{q^2}\,}
\]

The identity \(1-\cos x=2\sin^2(x/2)\) gives an equivalent form,

\[
v_R(q)=2\pi R^2\left[\frac{\sin(qR/2)}{qR/2}\right]^2 ,
\]

because \(8\pi\sin^2(qR/2)/q^2\) equals \(8\pi\,(R/2)^2\) times the bracket squared. This form is better for computing at small \(q\), where \(1-\cos qR\) is a difference of nearly equal numbers. It also shows that the kernel is never negative. Since \(S(\mathbf Q)\ge0\), every term of the mesh sum contributes a negative or zero exchange energy.

The kernel vanishes at \(qR=2\pi n\) with \(n=1,2,\dots\), and its largest possible value at given \(q\) is \(8\pi/q^2\), twice the bare kernel. For \(R=5\) bohr and \(q=2\) bohr\(^{-1}\), direct quadrature of the defining integral gives 5.778 bohr², while \(4\pi/q^2=\pi\approx3.142\) bohr². Cutting an interaction in real space therefore does not reduce it at every wavevector. The sharp edge at \(r=R\) produces the oscillation.

### (d) Small wavevectors and large radii

**Question.** What is the kernel at \(q=0\), and how does it leave that value? In what sense does the bare kernel return when \(R\to\infty\)?

**Solution.** Insert \(\cos x=1-x^2/2+x^4/24-\dots\) with \(x=qR\):

\[
v_R(q)=\frac{4\pi}{q^2}\left[\frac{q^2R^2}{2}-\frac{q^4R^4}{24}+\dots\right]
=2\pi R^2\left[1-\frac{(qR)^2}{12}+\dots\right].
\]

The \(1/q^2\) is cancelled, and

\[
\boxed{\,v_R(0)=2\pi R^2\,}
\]

The same value follows without a limit by setting \(\mathbf q=0\) in the definition: \(\int_{r<R}d^3r/r=4\pi\int_0^R r\,dr=2\pi R^2\). The zero-wavevector value is the volume integral of the interaction. It is finite for finite \(R\) and grows as the surface of the ball.

For \(R=5\) bohr, \(v_R(0)=157.08\) bohr². At \(q=0.1\) bohr\(^{-1}\), where \(qR=0.5\), the two-term expansion gives \(157.08\,(1-0.25/12)=153.81\) bohr², against 153.83 bohr² by quadrature.

As \(R\to\infty\) at fixed \(q>0\), the term \(\cos qR\) keeps oscillating, so the kernel has no pointwise limit. What matters for an energy is an integral against a weight \(f(\mathbf q)\). The difference between the bare and the cut-off result is

\[
\int\frac{d^3q}{(2\pi)^3}f(\mathbf q)\frac{4\pi\cos qR}{q^2}
=\frac1{2\pi^2}\int_0^\infty dq\,F(q)\cos qR,
\]

where \(F(q)\) is \(f\) integrated over the directions of \(\mathbf q\). The volume element \(q^2dq\) has removed the \(1/q^2\). If \(F\) is integrable, the Riemann–Lebesgue lemma says that this integral tends to zero: the rapid oscillation averages it away. How fast it does so depends on the smoothness of the weight.

The order of limits matters. On a fixed mesh, \(R\to\infty\) makes the term \(\mathbf Q=0\) diverge again as \(R^2\). The radius has to grow together with the supercell.

### (e) What the mesh sum means in real space

**Question.** Express the mesh sum with the cut-off kernel as a real-space integral, and write its error relative to the infinite crystal as a sum of two physical contributions.

**Solution.** Put \(v_R(\mathbf Q)=\int_{s<R}d^3s\,e^{i\mathbf Q\cdot\mathbf s}/s\) into the mesh sum. The sign of the exponent is immaterial for a spherical interaction. Interchanging sum and integral gives

\[
E_N(R)=-\int_{s<R}\frac{d^3s}{s}\,\frac1V\sum_{\mathbf Q}S(\mathbf Q)e^{i\mathbf Q\cdot\mathbf s}
=-\int_{s<R}d^3s\,\frac{P_N(\mathbf s)}{s}.
\]

The interchange is allowed because \(S\ge0\) and \(\frac1V\sum_{\mathbf Q}S(\mathbf Q)=P_N(0)\) is finite, so the series converges absolutely. The result holds also when the ball reaches outside the supercell; \(P_N\) is then simply continued periodically.

To connect \(\gamma_N\) with the true \(\gamma\), let \(\mathbf T\) run over the lattice vectors of the supercell. Bloch's theorem gives \(\psi^*_{\mathbf k}(\mathbf r'+\mathbf T)=e^{-i\mathbf k\cdot\mathbf T}\psi^*_{\mathbf k}(\mathbf r')\), so

\[
\sum_{\mathbf T}\gamma(\mathbf r,\mathbf r'+\mathbf T)
=\frac{\Omega}{(2\pi)^3}\int_{\rm BZ}d^3k\,\psi_{\mathbf k}(\mathbf r)\psi^*_{\mathbf k}(\mathbf r')\sum_{\mathbf T}e^{-i\mathbf k\cdot\mathbf T}.
\]

The last sum equals \((2\pi)^3/V\) times a delta function at each mesh point. The prefactor becomes \(\Omega/V=1/N_k\), and the right side is \(\gamma_N(\mathbf r,\mathbf r')\). The mesh density matrix is therefore the true one plus its periodic images.

Subtracting \(E_x=-\int d^3s\,P/s\) and splitting that integral at \(s=R\) gives

\[
E_N(R)-E_x=\int_{s>R}d^3s\,\frac{P(\mathbf s)}{s}-\int_{s<R}d^3s\,\frac{P_N(\mathbf s)-P(\mathbf s)}{s}.
\]

The first term is the tail of the hole lost outside the ball. It is non-negative and at most \(1/R\) times the hole charge outside. The second term contains the images, both their own weight inside the ball and their interference with the central density matrix. A negative total error therefore shows that the images outweigh the lost tail.

## Second half: choice of radius, role of the gap, and a worked crystal

The following is taken from the first half. The exchange energy per cell of one doubly occupied band is \(E_x=-\int d^3s\,P(\mathbf s)/s\), where \(P\) is the cell integral of \(|\gamma(\mathbf r,\mathbf r+\mathbf s)|^2\), \(\gamma\) is the one-spin density matrix, and \(\int P=1\). On a mesh with supercell volume \(V\), the energy is

\[
E_N(R)=-\frac1V\sum_{\mathbf Q}S(\mathbf Q)v_R(\mathbf Q)=-\int_{s<R}d^3s\,\frac{P_N(\mathbf s)}{s},
\]

with \(S(0)=1\), \(v_R(q)=4\pi(1-\cos qR)/q^2\) and \(v_R(0)=2\pi R^2\). Here \(P_N\) is built from \(\gamma_N\), which is \(\gamma\) plus its images displaced by the supercell vectors \(\mathbf T\). The error consists of the hole tail lost outside the ball and the effect of the images inside it.

### (f) Choosing the radius

**Question.** Let the ball have the volume of the supercell. How large is the zero-wavevector term? Compare this radius with that of the ball inscribed in a cubic supercell of edge \(L\), and find a case in which the equal-volume rule fails.

**Solution.** With \(V=4\pi R^3/3\), the term \(\mathbf Q=0\) is

\[
-\frac{S(0)\,v_R(0)}{V}=-\frac{2\pi R^2}{4\pi R^3/3}=-\frac{3}{2R}.
\]

This is minus the potential at the centre of a ball carrying unit charge spread uniformly, as it should be: the \(\mathbf Q=0\) component of \(P_N\) is the constant \(1/V\). The term vanishes as \(1/R\), so omitting it does not alter the limit of an infinitely fine mesh, but it leaves an error that falls only as \(1/R\).

For a cubic supercell, the equal-volume radius is \(R=(3/4\pi)^{1/3}L\approx0.62L\). The ball bulges through the cube faces, and its surface comes within \(0.38L\) of the nearest image centre. The inscribed ball has \(R=L/2\) and stays \(0.5L\) away from that centre, but it loses more of the hole's tail.

The equal-volume rule fails for strongly elongated supercells. Take edges \(L\), \(L\) and \(cL\), so that \(4\pi R^3/3=cL^3\). The ball reaches the nearest image centre, \(R=L\), when \(c=4\pi/3\approx4.2\). From there on it takes in a large part of a neighbouring hole as if it were real, and the error already grows as \(R\) approaches \(L\). A mesh that is much finer in one direction than in the others produces such a supercell. A flat supercell, from a mesh that is coarser in one direction, fails sooner: with edges \(cL\), \(cL\) and \(L\), the condition \(4\pi R^3/3=c^2L^3\) gives \(R=L\) at \(c=\sqrt{4\pi/3}\approx2.0\). The radius must then be tied to the shortest \(|\mathbf T|\) instead of the volume.

### (g) Why a gap makes the convergence exponential

**Question.** How does the error depend on the radius in an insulator? Find the leading loss of exchange in a free-electron metal with Fermi wavevector \(k_F\).

The cut-off makes every term of the mesh sum finite, and the remaining error consists of the hole's lost tail and the effect of the periodic images inside the ball. It remains to answer how this error depends on the radius in an insulator and what exchange is lost in a metal, and then to test the method on a worked crystal and weigh its errors in a hybrid functional.
